# The Nonbonding Pi Orbital of a Symmetric Amidinate Anion

**Q.** An amidinate ligand has an N-C-N backbone and carries a negative charge. Before anyone fills orbitals, how many electrons belong to the pi system?

**A.** Four. Take the backbone planar, with one p orbital perpendicular to the plane on each of the three atoms. Carbon uses three of its four valence electrons in sigma bonds and leaves one for the pi system. Each nitrogen has five: two go into sigma bonds, two form a lone pair in the plane, and one is left. That makes three, and the negative charge adds a fourth. Three p orbitals give three molecular orbitals, so in the ground configuration the lower two are filled.

**Q.** Which Hamiltonian do you use?

**A.** The Hückel one, with the atoms in the order N, C, N:

\[
H=\begin{pmatrix}\alpha_N&\beta&0\\ \beta&\alpha_C&\beta\\ 0&\beta&\alpha_N\end{pmatrix}.
\]

The Coulomb energies \(\alpha_N,\alpha_C\) are the energies of an electron in one p orbital within the molecule. The resonance integral \(\beta\neq0\) couples neighbours and is negative when the p orbitals point the same way. The two nitrogens are equivalent, they do not couple directly, and the p orbitals are taken as orthonormal. The secular equations are

\[
\begin{aligned}
(\alpha_N-E)c_1+\beta c_C&=0,\\
\beta c_1+(\alpha_C-E)c_C+\beta c_3&=0,\\
\beta c_C+(\alpha_N-E)c_3&=0.
\end{aligned}
\]

**Q.** Carbon sits in the middle and couples to both nitrogens. Surely every orbital has some carbon in it?

**A.** Try \(E=\alpha_N\). The first equation becomes \(\beta c_C=0\), and since \(\beta\neq0\), \(c_C=0\). The third says the same. The second reduces to \(\beta(c_1+c_3)=0\), so \(c_3=-c_1\). A nonzero solution exists, and normalized it is

\[
\psi_0=\frac{1}{\sqrt2}(1,0,-1),\qquad E_0=\alpha_N .
\]

Carbon does couple to each nitrogen, but the two contributions arrive with opposite signs and cancel. Neither \(\alpha_C\) nor \(\beta\) enters the energy.

**Q.** That shows such an orbital exists. Why should it be the highest occupied one? A suitable \(\alpha_C\) might push another level past it.

**A.** The other two orbitals are orthogonal to \(\psi_0\), so they have \(c_1=c_3\). Write \(e=E-\alpha_N\) and \(\Delta=\alpha_C-\alpha_N\). The first two equations become

\[
e\,c_1=\beta c_C,\qquad 2\beta c_1=(e-\Delta)c_C .
\]

Multiply the second by \(e\) and replace \(e\,c_1\) by \(\beta c_C\). This gives \(2\beta^2c_C=e(e-\Delta)c_C\). Here \(c_C\neq0\), because \(c_C=0\) would make \(c_1\) vanish too. Hence

\[
e^2-\Delta e-2\beta^2=0,\qquad
e_\pm=\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+2\beta^2}.
\]

The product of the roots is \(-2\beta^2\), which is negative. One root is therefore below zero and the other above it, whatever the value of \(\Delta\). The level \(\alpha_N\) is always the second of three in this model, and with four electrons it is the highest occupied pi level.

**Q.** Even if carbon is very different from nitrogen?

**A.** Yes, but the separation can become small. For \(\Delta\gg|\beta|\), the lower root follows from \(e_-=-2\beta^2/e_+\) with \(e_+\approx\Delta\), so \(e_-\approx-2\beta^2/\Delta\): the bonding level approaches \(\alpha_N\) from below. For large negative \(\Delta\), the empty level approaches it from above, with \(e_+\approx2\beta^2/|\Delta|\). The order is kept, but a small neglected term can then matter.

**Q.** If the top orbital has no carbon, is the carbon p orbital empty?

**A.** No, the bonding orbital fills it in part. From \(c_1=\beta c_C/e_-\), normalization reads \(c_C^2(1+2\beta^2/e_-^2)=1\), so

\[
c_C^2=\frac{e_-^2}{e_-^2+2\beta^2}.
\]

The two electrons in \(\psi_0\) put one on each nitrogen and none on carbon. The bonding pair adds \(2c_C^2\) to carbon and \(1-c_C^2\) to each nitrogen.

**Q.** You assumed orthonormal p orbitals. Neighbouring p orbitals overlap appreciably.

**A.** Let the N-C overlap be \(\sigma\), with no N-N overlap. The problem becomes \(Hc=ESc\). For \(u=(1,0,-1)/\sqrt2\), the middle component of \(Su\) is \((\sigma-\sigma)/\sqrt2=0\), so \(Su=u\). Likewise \(Hu=\alpha_Nu\). Energy and node are unchanged.

The order also survives. In the symmetric pair, \((1,0,1)/\sqrt2\) and carbon, the matrix \(H-\alpha_NS\) is

\[
\begin{pmatrix}0&\sqrt2(\beta-\alpha_N\sigma)\\ \sqrt2(\beta-\alpha_N\sigma)&\Delta\end{pmatrix}.
\]

Its determinant is \(-2(\beta-\alpha_N\sigma)^2\), negative unless \(\beta=\alpha_N\sigma\). It has one negative and one positive eigenvalue, and because \(S\) is positive definite, one symmetric level lies below \(\alpha_N\) and one above.

**Q.** And if one C-N bond is longer than the other?

**A.** If only the resonance integrals differ, with values \(\beta_1\) and \(\beta_2\), take the vector \((\beta_2,0,-\beta_1)\). The first and third rows give \(\alpha_N\beta_2\) and \(-\alpha_N\beta_1\), and the middle row gives \(\beta_1\beta_2-\beta_2\beta_1=0\). The energy is still \(\alpha_N\) and carbon still has no weight, though the nitrogens now share the orbital unequally.

**Q.** Then what does destroy the node?

**A.** In this nearest-neighbour model, unequal nitrogens. Let their Coulomb energies be \(\alpha_N+\delta\) and \(\alpha_N-\delta\), with equal \(\beta\). The outer equations give

\[
c_1=\frac{\beta c_C}{e-\delta},\qquad c_3=\frac{\beta c_C}{e+\delta}.
\]

Insert these in the middle equation, \(\beta(c_1+c_3)=(e-\Delta)c_C\), and divide by \(c_C\). Since \(1/(e-\delta)+1/(e+\delta)=2e/(e^2-\delta^2)\),

\[
2\beta^2e=(e-\Delta)(e^2-\delta^2).
\]

For the middle level \(e\) is of order \(\delta^2\), so the leading term on the right is \((-\Delta)(-\delta^2)\). With \(c_1\approx1/\sqrt2\), the first outer equation gives \(c_C=(e-\delta)c_1/\beta\approx-\delta/(\sqrt2\beta)\). To leading order,

\[
e\approx\frac{\Delta\,\delta^2}{2\beta^2},\qquad c_C^2\approx\frac{\delta^2}{2\beta^2}.
\]

This needs \(|\delta|\ll|\beta|\) and \(|\Delta\delta|\ll2\beta^2\). Both effects are quadratic in the inequality.

**Q.** You also left out any direct coupling between the nitrogens.

**A.** That omission affects the energy. Put \(t\) in the two corners of \(H\) and let \(s\) be the N-N overlap. For the antisymmetric vector the first row reads \(\alpha_N-t=E(1-s)\), so

\[
E_0=\frac{\alpha_N-t}{1-s}.
\]

The node stays, because it comes from mirror symmetry. With unequal bonds it is now lost: for \((\beta_2,0,-\beta_1)\) the outer rows would require both \(E=\alpha_N-t\beta_1/\beta_2\) and \(E=\alpha_N-t\beta_2/\beta_1\) (overlaps set to zero), which agree for \(t\neq0\) only if \(\beta_1^2=\beta_2^2\). The energy \(\alpha_N\) belongs to the nearest-neighbour model.

The order now has a condition. Set all overlaps to zero. The antisymmetric level is at \(e=-t\), and the symmetric levels are the roots of

\[
p(e)=(e-t)(e-\Delta)-2\beta^2 .
\]

The antisymmetric level lies between them if and only if \(p(-t)<0\). Since \(p(-t)=(-2t)(-t-\Delta)-2\beta^2=2t(t+\Delta)-2\beta^2\), the condition is

\[
t(t+\Delta)<\beta^2 .
\]

**Q.** Show me a real anion, not three letters in a matrix.

**A.** Take formamidinate, HC(NH)\(_2^-\), the smallest amidinate. I use a fixed, planar, idealised geometry: C-N 0.132 nm, N-H 0.102 nm, C-H 0.110 nm, N-C-N angle 125° and C-N-H angle 110°. Both N-H bonds point to the side of the C-H bond, so the nitrogen lone pairs face the other side, where a metal would bind. The nitrogens are 0.234 nm apart. The methods are Hartree-Fock (HF) and the density functional PBE0, both in the aug-cc-pVDZ basis.

**Q.** Such a basis has many pi functions. Where do you find a three-by-three matrix?

**A.** Intrinsic atomic orbitals are a minimal atomic set, deformed so that its span contains all occupied orbitals. After symmetric orthogonalization, three of them are pi functions, one per backbone atom. The one-electron matrix of the self-consistent calculation, written in these three, supplies \(\alpha_N,\alpha_C,\beta\) and \(t\). Its two lower eigenvalues are the occupied pi levels of the full calculation. The third is an effective level, not an electron affinity. The three decimals in the table refer to this basis only. With aug-cc-pVTZ on carbon and nitrogen, \(\alpha_N\) and the pi HOMO fall by about 0.03 to 0.04 eV, \(\Delta\) rises by 0.03 to 0.05 eV, \(\beta\) and \(t\) move by less than 0.01 eV, and the margin over the in-plane orbitals quoted below falls by up to 0.015 eV. The numerical output writes aN, aC, b, D and d for \(\alpha_N,\alpha_C,\beta,\Delta\) and \(\delta\).

| Quantity (eV) | HF | PBE0 |
|---|---:|---:|
| \(\alpha_N\) | -0.325 | 1.140 |
| \(\Delta\) | 5.219 | 1.468 |
| \(\beta\) | -7.395 | -4.411 |
| \(t\) | 2.139 | 1.026 |
| full pi HOMO | -2.464 | 0.114 |

**Q.** First give me the Hückel answer, with \(t\) dropped.

**A.** For HF, \(\Delta/2=2.61\) eV and \(2\beta^2=109.4\) eV\(^2\), so the square root is \(\sqrt{6.8+109.4}=10.78\) eV. The lower root is \(e_-=2.61-10.78=-8.17\) eV. Adding \(\alpha_N\) gives a bonding level at -8.50 eV, and the nonbonding level is at -0.33 eV. The carbon weight of the bonding orbital is \(66.7/(66.7+109.4)=0.38\), which leaves 0.76 pi electrons on carbon and 1.62 on each nitrogen in this approximation. With \(t\) kept, the same matrix gives 0.85 and 1.57.

**Q.** But your table puts the HF level at -2.46 eV. That is not \(\alpha_N\).

**A.** It is 2.14 eV below it, and this is the N-N element: \(\alpha_N-t=-0.325-2.139=-2.464\) eV. In PBE0 the shift is 1.03 eV. In this orthogonalized basis the equality with \(\alpha_N\) fails by electronvolts.

The node does not fail. In the three intrinsic atomic orbitals, the pi HOMO has weights 0.500, 0.000 and 0.500 on N, C and N in both methods. Symmetry forces this zero for the carbon p orbital. In the full basis a carbon d function of the same symmetry does enter, with a Mulliken share of 0.04 to 0.05. It was also evaluated at 300 random points on the mirror plane between the nitrogens, where its magnitude stayed below a thousandth of the largest value found at points off the plane. An orbital odd under that reflection equals minus itself on the plane, so it must vanish there. This plane is additional to the molecular plane, on which every pi orbital vanishes.

The order condition holds as well: \(t(t+\Delta)\) is 15.7 eV\(^2\) against \(\beta^2=54.7\) eV\(^2\) in HF, and 2.6 against 19.5 eV\(^2\) in PBE0.

**Q.** Why is \(t\) positive? Two parallel p orbitals should couple with a negative sign, as \(\beta\) does.

**A.** Orthogonalization can produce a positive corner by itself. Start from overlapping orbitals with N-C overlap \(\sigma>0\) and no N-N terms. Measure energies from \(\alpha_N\), which replaces \(H\) by \(\tilde H=H-\alpha_NS\), with N-C element \(k=\beta-\alpha_N\sigma\). Write \(S=1+\Sigma\), so that \(S^{-1/2}\approx1-\Sigma/2\). To first order in \(\sigma\), the corner of \(S^{-1/2}\tilde HS^{-1/2}\) is

\[
t'=-\tfrac12(\Sigma\tilde H+\tilde H\Sigma)_{13}=-\tfrac12(\sigma k+k\sigma)=-\sigma k,
\]

which is positive for \(k<0\). The nitrogen diagonal element shifts too. Since \(Su=u\), also \(S^{-1/2}u=u\), and the antisymmetric level stays at the original \(\alpha_N\). In the new basis that level reads \(\alpha_N'-t'\), so \(\alpha_N'=\alpha_N+t'\). The "nitrogen Coulomb energy" thus depends on which atomic orbitals define it.

**Q.** Is that the whole origin of your 2.14 eV?

**A.** I cannot claim that. In HF, the one-electron and Coulomb terms give 1.69 eV and exchange gives 0.45 eV. The share of orthogonalization in these parts was not separated.

For exchange, the main term from the N-N pi bond order \(P_{13}\) is \(-\tfrac12P_{13}\gamma_{13}\), where \(\gamma_{13}\) is the repulsion between the two nitrogen pi densities. With \(P_{13}=-0.427\) and \(\gamma_{13}=5.84\) eV this is 1.25 eV, almost three times the actual exchange part. The remaining exchange terms must therefore total about -0.80 eV. The simple estimate has the right sign but not the right size.

**Q.** The nitrogens also have lone pairs in the plane. Could one of those be the true HOMO?

**A.** The Hückel model cannot decide that, since it contains no in-plane orbitals. "Highest occupied" has so far meant highest within the pi system. For this free anion at this geometry, the pi orbital lies above the highest in-plane orbital by 1.96 eV in HF and 1.01 eV in PBE0. The two methods agree on the order, but the margin nearly halves, so I would not carry it over to another amidinate without calculation.

**Q.** The PBE0 HOMO energy is positive. Is the electron even bound?

**A.** The value, 0.11 eV, is an orbital energy and not a computed ionization energy. Approximate functionals such as PBE0 tend to place the highest occupied level of an anion too high, so a positive value does not by itself show that the electron is unbound. To decide that, one compares the total energies of the anion and the neutral radical, which is not done here. A positive level can also depend on the finite basis. I rely on the node and the order, and treat the level differences as approximate.

**Q.** Deposition precursors are metal complexes on a hot surface, not free formamidinate ions. What carries over?

**A.** In a metal amidinate the nitrogens can carry alkyl groups, and they bind the metal through their in-plane lone pairs. One assumption this exposes is that the nitrogens are equivalent. Suppose substituents or uneven binding give \(\delta=0.5\) eV, a chosen value. With the HF values of \(\Delta\) and \(\beta\), and \(t\) dropped, the carbon weight is \(0.25/109.4=0.0023\) and the shift is \(5.219\times0.0023=0.012\) eV. Direct diagonalization of the same matrix agrees to the digits given.

Keeping \(t\) changes these figures. The sum and difference of the outer equations are then

\[
(e-t)(c_1+c_3)=\delta(c_1-c_3)+2\beta c_C,\qquad (e+t)(c_1-c_3)=\delta(c_1+c_3),
\]

and the middle equation is still \(\beta(c_1+c_3)=(e-\Delta)c_C\). To leading order put \(c_1-c_3=\sqrt2\), and \(e=-t\) in the first and middle equations. This gives

\[
c_C\approx-\frac{\beta\delta}{\sqrt2\,[\beta^2-t(t+\Delta)]},\qquad
e+t\approx\frac{(t+\Delta)\,\delta^2}{2[\beta^2-t(t+\Delta)]}.
\]

With the HF \(t\), the carbon weight is about 0.0045 and the shift about 0.024 eV, roughly double the values without \(t\).

The HF \(|\beta|\) is large, however. Empirical Hückel values for carbon pi systems fitted to spectra are roughly 2 to 3 eV. Values fitted to resonance energies are below 1 eV, too small for the leading-order formula at this \(\delta\). With \(|\beta|=2.5\) eV and \(t\) again dropped, the same \(\delta\) gives a leading-order carbon weight of \(0.25/12.5=0.02\), still small but eight to nine times the 0.0023 found above (direct diagonalization with the HF \(\Delta\) gives 0.0175). With the HF \(\Delta\), the ratio \(\Delta\delta/(2\beta^2)\) is then about 0.2, so this is only a rough estimate.

At 473 K, a rough deposition temperature, the thermal energy is 0.041 eV. With \(t\) dropped, the model gap above the pi HOMO is 13.4 eV in HF and 7.0 eV in PBE0; keeping \(t\) raises it to 16.4 and 8.5 eV. Thermal filling of the upper pi level is therefore negligible in the model. These gaps are not optical excitation energies.

Among the effects sized here, the N-N element makes the largest difference between the level and \(\alpha_N\), 1 to 2 eV in the orthogonalized basis used. That difference depends on the choice of atomic orbitals, and most of it is not a physical shift of the level: in the same orbitals, normalized but not orthogonalized, it is only -0.12 eV in HF and +0.23 eV in PBE0. Metal-ligand mixing, the surroundings, relaxation of the geometry and correlation beyond PBE0 were not computed, and any of them may shift the level. The carbon node survives where the mirror symmetry exchanging the nitrogens survives and the orbital remains odd under it. For the energy to equal \(\alpha_N\) as well, the N-N terms must vanish in the chosen atomic basis or cancel, with \(t=\alpha_Ns\).

## Numbers as computed

```
Formamidinate anion, aug-cc-pVDZ, idealised geometry
C-N, N-H, C-H lengths: 0.132, 0.102, 0.110 nm
N-C-N, C-N-H angles: 125, 110 degrees
N...N distance: 0.234 nm
--- HF ---
aN = -0.325 eV, aC = 4.894 eV, D = 5.219 eV
b = -7.395 eV, N-N element t = 2.139 eV
Hueckel levels (t dropped): -8.495, -0.325, 13.064 eV
full occupied pi levels: -7.218, -2.464 eV
full pi HOMO minus aN: -2.139 eV
pi HOMO weights N, C, N: 0.500, 0.000, 0.500
model bonding orbital, carbon weight: 0.379
model pi electrons on N, C: 1.621, 0.758
order condition: t(t+D) = 15.740 eV^2, b^2 = 54.691 eV^2
highest in-plane orbital: -4.425 eV
HOMO of the whole anion: pi; pi minus in-plane = 1.961 eV
--- PBE0 ---
aN = 1.140 eV, aC = 2.608 eV, D = 1.468 eV
b = -4.411 eV, N-N element t = 1.026 eV
Hueckel levels (t dropped): -4.407, 1.140, 8.156 eV
full occupied pi levels: -3.855, 0.114 eV
full pi HOMO minus aN: -1.026 eV
pi HOMO weights N, C, N: 0.500, 0.000, 0.500
model bonding orbital, carbon weight: 0.442
model pi electrons on N, C: 1.558, 0.883
order condition: t(t+D) = 2.558 eV^2, b^2 = 19.459 eV^2
highest in-plane orbital: -0.896 eV
HOMO of the whole anion: pi; pi minus in-plane = 1.010 eV
--- neglected effects, HF parameters ---
t, one-electron + Coulomb part: 1.693 eV
t, exchange part: 0.446 eV
N-N pi bond order: -0.427
N-N pi repulsion integral: 5.839 eV
exchange estimate -(bond order)(repulsion)/2: 1.247 eV
unequal nitrogens, chosen d = 0.5 eV
carbon weight: 0.00228 diagonalized, 0.00229 leading order
energy shift: 0.01190 eV diagonalized, 0.01193 eV leading order
thermal energy at 473 K: 0.0408 eV
model gap above the pi HOMO: 13.389 eV
```
